# Sigma Stabilisation of Axial and Equatorial Carbonyls in Fe(CO)5: a numerical check

```python
"""
Result under test: in the angular overlap model (AOM) of low-spin d8
trigonal-bipyramidal Fe(CO)5, with equal sigma strengths and 3d acceptors only,
each axial CO gains 2 e_sigma and each equatorial CO gains e_sigma/2 (ratio 4).

Symbols
  F        angular factor of a d orbital towards a ligand (1 = head-on z2)
  e_sigma  rise of a d orbital with F = 1 caused by one ligand sigma pair
  e_pi     size of the lowering of a d orbital by one pi-acceptor orbital
  Delta    depth of the ligand sigma level below the 3d level
  share    strength of one ligand times the response of the total
           stabilisation to that strength
d-orbital order everywhere: xy, yz, z2, xz, x2-y2.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf

Z2 = 2
SQ3 = np.sqrt(3.0)
equatorial = [[np.cos(a), np.sin(a), 0.0]
              for a in (0.0, 2*np.pi/3, 4*np.pi/3)]
tbp = np.array([[0, 0, 1.0], [0, 0, -1.0]] + equatorial)
AX, EQ = 0, 2


def angular_factors(directions):
    x, y, z = np.asarray(directions).T
    return np.array([SQ3*x*y, SQ3*y*z, (3*z*z - 1)/2,
                     SQ3*x*z, SQ3*(x*x - y*y)/2]).T


def aom_levels(directions, strengths):
    f = angular_factors(directions)
    return np.linalg.eigh(f.T @ np.diag(strengths) @ f)


def stabilisation(directions, strengths):
    """Gain of the ligand pairs minus the rise of eight low-spin d electrons."""
    levels = aom_levels(directions, strengths)[0]
    return 2*np.sum(strengths) - 2*np.sum(levels[:4])


def gradient(function, point, step=1e-4):
    result = []
    for i in range(len(point)):
        shift = np.zeros(len(point))
        shift[i] = step
        result.append((function(point + shift) - function(point - shift))
                      / (2*step))
    return np.array(result)


# ---- angular factors from real overlap integrals --------------------------
R_FEC, R_CO = 1.80, 1.15        # angstrom, round values
iron = gto.M(atom="Fe 0 0 0", basis="ano", verbose=0)
names = [label.split()[2] for label in iron.ao_labels()]
d_index = [i for i, name in enumerate(names) if name.startswith("3d")]
s_index = names.index("4s")
assert len(d_index) == 5
norms = np.diag(iron.intor("int1e_ovlp"))[d_index]
assert np.allclose(norms, 1, atol=1e-6)


def lone_pair_overlap(direction, distance, basis):
    """Overlap of Fe 3d with the HF lone pair of CO, sign fixed by Fe 4s."""
    n = np.asarray(direction)
    co = gto.M(atom=[["C", distance*n], ["O", (distance + R_CO)*n]],
               basis=basis, verbose=0)
    mf = scf.RHF(co)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    homo = mf.mo_coeff[:, co.nelectron//2 - 1]
    overlap = gto.intor_cross("int1e_ovlp_sph", iron, co) @ homo
    return overlap[d_index]*np.sign(overlap[s_index])


small, large = "aug-cc-pvdz", "aug-cc-pvtz"
overlaps = np.array([lone_pair_overlap(n, R_FEC, small) for n in tbp])
S_sigma = overlaps[AX, Z2]
factors = angular_factors(tbp)
factor_error = np.max(np.abs(overlaps/S_sigma - factors))
assert factor_error < 1e-4
overlap_ratio = (overlaps[AX, Z2]/overlaps[EQ, Z2])**2
assert abs(overlap_ratio - 4) < 1e-3
S_large = lone_pair_overlap(tbp[AX], R_FEC, large)[Z2]
basis_shift = S_large/S_sigma - 1
assert abs(basis_shift) < 0.15
S_longer = lone_pair_overlap(tbp[AX], R_FEC + 0.02, small)[Z2]
ratio_lengths = 4*(S_sigma/S_longer)**2
assert abs(ratio_lengths/4 - 1) < 0.2

# pi factors: 3d overlaps with carbon 2p functions perpendicular to the bond
pi_squares = []
for n in tbp:
    carbon = gto.M(atom=[["C", R_FEC*n]], basis="sto-3g", verbose=0)
    s_dp = gto.intor_cross("int1e_ovlp_sph", iron, carbon)[d_index][:, 2:5]
    perpendicular = s_dp @ (np.eye(3) - np.outer(n, n))
    pi_squares.append(np.sum(perpendicular**2, axis=1))
pi_squares = np.array(pi_squares)/pi_squares[AX][3]
filled = [0, 1, 3, 4]
pi_count = 2*np.sum(pi_squares[:, filled], axis=1)
assert np.allclose(pi_count, 4, atol=1e-6)

# ---- levels, total and shares in units of e_sigma -------------------------
ones = np.ones(5)
levels, vectors = aom_levels(tbp, ones)
assert np.allclose(levels, [0, 0, 9/8, 9/8, 11/4], atol=1e-12)
assert abs(abs(vectors[Z2, 4]) - 1) < 1e-12
total = stabilisation(tbp, ones)
shares = gradient(lambda e: stabilisation(tbp, e), ones)
assert np.allclose(shares, 2*factors[:, Z2]**2, atol=1e-6)
assert np.allclose(shares, [2, 2, .5, .5, .5], atol=1e-6)
assert abs(np.sum(shares) - total) < 1e-6

# the shares add up to the total for unequal strengths as well
uneven = np.array([1.1, 0.9, 1.05, 0.8, 1.2])
uneven_gradient = gradient(lambda e: stabilisation(tbp, e), uneven)
assert abs(uneven @ uneven_gradient - stabilisation(tbp, uneven)) < 1e-6
two_kinds = np.array([1.1, 1.1, 1, 1, 1])
two_shares = two_kinds*gradient(lambda e: stabilisation(tbp, e), two_kinds)
assert abs(two_shares[AX]/two_shares[EQ] - 4*1.1) < 1e-5

# triplet: one hole in z2, one spread evenly over the e' pair
hole_density = (np.outer(vectors[:, 4], vectors[:, 4])
                + 0.5*vectors[:, 2:4] @ vectors[:, 2:4].T)
triplet = np.einsum("id,de,ie->i", factors, hole_density, factors)
assert np.allclose(triplet[[AX, EQ]], [1, 5/8], atol=1e-10)

# removal of one ligand with relaxation of the d shell
loss = [total - stabilisation(np.delete(tbp, i, axis=0), np.ones(4))
        for i in (AX, EQ)]
top_after = 23/16 + np.sqrt((17/16)**2 + 3/16)
assert np.allclose(loss, [2, 11/2 - 2*top_after], atol=1e-10)

pyramid = np.array([[0, 0, 1.0], [1, 0, 0], [-1, 0, 0], [0, 1, 0], [0, -1, 0]])
pyramid_total = stabilisation(pyramid, ones)
assert abs(pyramid_total - 6) < 1e-10

# ---- finite coupling: diagonalise metal and ligand orbitals together ------
e_sigma, e_pi, Delta = 1.5, 0.8, 10.0      # eV, rough round values
e_s, e_p, E_4s, E_4p = 0.4, 0.3, 4.0, 8.0  # eV, assumed for sizing


def orbital_levels(scale, strength, with_sp=False):
    """scale multiplies each ligand's squared couplings."""
    coupling = np.sqrt(strength*Delta)*factors
    metal = [0.0]*5
    if with_sp:
        to_s = np.sqrt(e_s*(E_4s + Delta))*np.ones((5, 1))
        to_p = np.sqrt(e_p*(E_4p + Delta))*tbp
        coupling = np.hstack([coupling, to_s, to_p])
        metal = metal + [E_4s] + [E_4p]*3
    coupling = np.sqrt(scale)[:, None]*coupling
    h = np.block([[np.diag(metal), coupling.T],
                  [coupling, -Delta*np.eye(5)]])
    return np.linalg.eigvalsh(h)


def responses(strength, with_sp=False):
    return -gradient(lambda scale: 2*np.sum(
        orbital_levels(scale, strength, with_sp)[:9]), ones)


weak = responses(0.001)/0.001
assert np.allclose(weak, shares, rtol=2e-3)
finite = responses(e_sigma)
predicted = 2*e_sigma*factors[:, Z2]**2/np.sqrt(1 + 11*e_sigma/Delta)
assert np.allclose(finite, predicted, atol=1e-6)
assert abs(finite[AX]/finite[EQ] - 4) < 1e-5

with_sp = responses(e_sigma, True)
sp_levels = orbital_levels(ones, e_sigma, True)
sp_gap = sp_levels[9] - sp_levels[8]
assert sp_gap > 0.1
ratio_sp = with_sp[AX]/with_sp[EQ]
assert 1 < ratio_sp < 4

# ---- worked example -------------------------------------------------------
axial, equat = e_sigma*shares[AX], e_sigma*shares[EQ]
pi_each = pi_count*e_pi
ratio_pi = (axial + pi_each[AX])/(equat + pi_each[EQ])
assert 1 < ratio_pi < 4
gap = e_sigma*(levels[4] - levels[3])
thermal = constants.k*300/constants.e
assert thermal < 0.05*gap
to_kj = constants.e*constants.N_A/1000

print(f"e_sigma = {e_sigma:.2f} eV, |e_pi| = {e_pi:.2f} eV")
print(f"Delta = {Delta:.1f} eV")
print(f"F(z2): axial {factors[AX, Z2]:.3f}, equatorial {factors[EQ, Z2]:.3f}")
print(f"level e'' = {levels[0]:.4f} e_sigma = {e_sigma*levels[0]:.3f} eV")
print(f"level e'  = {levels[2]:.4f} e_sigma = {e_sigma*levels[2]:.3f} eV")
print(f"level a1' = {levels[4]:.4f} e_sigma = {e_sigma*levels[4]:.3f} eV")
print(f"axial share = {shares[AX]:.4f} e_sigma = {axial:.3f} eV")
print(f"equatorial share = {shares[EQ]:.4f} e_sigma = {equat:.3f} eV")
print(f"axial share = {axial*to_kj:.1f} kJ/mol")
print(f"equatorial share = {equat*to_kj:.1f} kJ/mol")
print(f"ratio axial/equatorial = {axial/equat:.4f}")
print(f"total = {total:.4f} e_sigma = {total*e_sigma:.3f} eV")
print("-- overlap integrals, free Fe 3d and HF lone pair of CO --")
print(f"Fe-C = {R_FEC:.2f} angstrom, C-O = {R_CO:.2f} angstrom")
print(f"axial z2 overlap = {overlaps[AX, Z2]:.4f} ({small})")
print(f"equatorial z2 overlap = {overlaps[EQ, Z2]:.4f} ({small})")
print(f"ratio of squared overlaps = {overlap_ratio:.4f}")
print(f"largest error of the 25 angular factors = {factor_error:.1e}")
print(f"axial z2 overlap = {S_large:.4f} ({large})")
print(f"basis shift of the overlap = {100*basis_shift:.2f} %")
print("-- limits of the ratio --")
print(f"e_ax = 1.1 e_eq: ratio = {two_shares[AX]/two_shares[EQ]:.3f}")
print(f"triplet shares = {triplet[AX]:.4f}, {triplet[EQ]:.4f} e_sigma")
print(f"triplet ratio = {triplet[AX]/triplet[EQ]:.3f}")
print(f"relaxed loss, axial CO removed = {loss[0]:.4f} e_sigma")
print(f"relaxed loss, equatorial CO removed = {loss[1]:.4f} e_sigma")
print(f"ratio of relaxed losses = {loss[0]/loss[1]:.3f}")
print(f"flat square pyramid total = {pyramid_total:.4f} e_sigma")
print("-- neglected effects for the example --")
print(f"finite coupling, axial response = {finite[AX]:.3f} eV")
print(f"finite coupling, equatorial response = {finite[EQ]:.3f} eV")
print(f"finite coupling, ratio = {finite[AX]/finite[EQ]:.4f}")
print(f"pi gain, axial = {pi_count[AX]:.3f} |e_pi| = {pi_each[AX]:.3f} eV")
print(f"pi gain, equatorial = {pi_count[EQ]:.3f} |e_pi| = {pi_each[EQ]:.3f} eV")
print(f"ratio of sigma + pi gains = {ratio_pi:.3f}")
print(f"assumed e_s = {e_s:.1f} eV, e_p = {e_p:.1f} eV")
print(f"assumed 4s, 4p above 3d = {E_4s:.1f}, {E_4p:.1f} eV")
print(f"with 4s/4p, axial response = {with_sp[AX]:.3f} eV")
print(f"with 4s/4p, equatorial response = {with_sp[EQ]:.3f} eV")
print(f"with 4s/4p, sigma ratio = {ratio_sp:.3f}")
print(f"equatorial bond 0.02 angstrom longer: ratio = {ratio_lengths:.3f}")
print(f"sigma-only gap a1' - e' = {gap:.3f} eV")
print(f"thermal energy at 300 K = {thermal:.4f} eV")
print("all assertions hold")
```

Printed output:

```
e_sigma = 1.50 eV, |e_pi| = 0.80 eV
Delta = 10.0 eV
F(z2): axial 1.000, equatorial -0.500
level e'' = 0.0000 e_sigma = 0.000 eV
level e'  = 1.1250 e_sigma = 1.687 eV
level a1' = 2.7500 e_sigma = 4.125 eV
axial share = 2.0000 e_sigma = 3.000 eV
equatorial share = 0.5000 e_sigma = 0.750 eV
axial share = 289.5 kJ/mol
equatorial share = 72.4 kJ/mol
ratio axial/equatorial = 4.0000
total = 5.5000 e_sigma = 8.250 eV
-- overlap integrals, free Fe 3d and HF lone pair of CO --
Fe-C = 1.80 angstrom, C-O = 1.15 angstrom
axial z2 overlap = 0.1554 (aug-cc-pvdz)
equatorial z2 overlap = -0.0777 (aug-cc-pvdz)
ratio of squared overlaps = 4.0000
largest error of the 25 angular factors = 1.2e-14
axial z2 overlap = 0.1592 (aug-cc-pvtz)
basis shift of the overlap = 2.47 %
-- limits of the ratio --
e_ax = 1.1 e_eq: ratio = 4.400
triplet shares = 1.0000, 0.6250 e_sigma
triplet ratio = 1.600
relaxed loss, axial CO removed = 2.0000 e_sigma
relaxed loss, equatorial CO removed = 0.3303 e_sigma
ratio of relaxed losses = 6.055
flat square pyramid total = 6.0000 e_sigma
-- neglected effects for the example --
finite coupling, axial response = 1.843 eV
finite coupling, equatorial response = 0.461 eV
finite coupling, ratio = 4.0000
pi gain, axial = 4.000 |e_pi| = 3.200 eV
pi gain, equatorial = 4.000 |e_pi| = 3.200 eV
ratio of sigma + pi gains = 1.570
assumed e_s = 0.4 eV, e_p = 0.3 eV
assumed 4s, 4p above 3d = 4.0, 8.0 eV
with 4s/4p, axial response = 2.978 eV
with 4s/4p, equatorial response = 1.843 eV
with 4s/4p, sigma ratio = 1.616
equatorial bond 0.02 angstrom longer: ratio = 4.090
sigma-only gap a1' - e' = 2.438 eV
thermal energy at 300 K = 0.0259 eV
all assertions hold
```
